**Bethe stopping of 1 MeV protons in atomic and molecular hydrogen**

The program tests the leading-order result S = (4π/v²) ln(2v²/I) per atom and the resulting drop D = ln(I_m/I_a)/ln(2v²/I_a). Here S is the stopping cross section, v the proton speed in atomic units, and I_a and I_m the mean excitation energies of atomic and molecular hydrogen. It asserts the Bethe sum rule at three momentum transfers, the atomic polarizability and the atomic mean excitation energy, all from hydrogen's closed-form oscillator strengths. It also asserts that the full Born integral for the atom lies close to the Bethe logarithm and that the difference shrinks from 1 to 4 MeV. A full configuration interaction calculation in a finite s,p basis must reproduce the given molecular value of 19.2 eV within 3 percent; it gives 19.77 eV. With the given inputs the output shows D = 4.96 percent at 1 MeV, and 5.56 percent with the computed mean excitation energies. Estimated shell, Bloch, relativistic and Barkas shifts together change D to about 4.8 percent, where the Barkas part is a scale estimate with an assumed factor.

## Numerical verification

```python
"""Bethe stopping of 1 MeV protons in atomic and molecular hydrogen.
Result under test: S = (4 pi / v^2) ln(2 v^2 / I) per atom (atomic units), so
bonding lowers S by the fraction D = ln(I_mol/I_atom) / ln(2 v^2/I_atom).
v: proton speed, I: mean excitation energy, q: momentum transfer,
k: momentum of an ejected electron, w: excitation energy in rydberg,
f: oscillator strength, L: stopping number (S = 4 pi L / v^2).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
MASS_RATIO = const.m_p / const.m_e
LIGHT_SPEED = 1 / const.alpha
I_ATOM_EV, I_MOL_EV, ENERGY_EV = 15.0, 19.2, 1.0e6
BOND_ANGSTROM = 0.741
I_atom, I_mol = I_ATOM_EV / HARTREE, I_MOL_EV / HARTREE


def speed_squared(energy_ev):
    return 2 * energy_ev / HARTREE / MASS_RATIO


def stopping_number(energy_ev, mean_energy):
    return np.log(2 * speed_squared(energy_ev) / mean_energy)


def drop_percent(energy_ev):
    return 100 * np.log(I_mol / I_atom) / stopping_number(energy_ev, I_atom)


# Generalized oscillator strengths of the hydrogen ground state
def gos_bound(n, q):
    w = 1 - 1 / n**2
    low = (1 - 1 / n)**2 + q**2
    high = (1 + 1 / n)**2 + q**2
    power = np.exp((n - 3) * np.log(low) - (n + 3) * np.log(high))
    return 256 / n**3 * w * (q**2 + w / 3) * power


def gos_free(k, q):
    """Strength per rydberg of excitation energy."""
    w = 1 + k**2
    ridge = ((q + k)**2 + 1) * ((q - k)**2 + 1)
    phase = np.arctan2(2 * k, q**2 - k**2 + 1)
    coulomb = np.exp(-2 * phase / k) / (-np.expm1(-2 * np.pi / k))
    return 128 * w * (q**2 + w / 3) / ridge**3 * coulomb


def gauss(points, low, high):
    x, weight = np.polynomial.legendre.leggauss(points)
    return low + (high - low) * (x + 1) / 2, weight * (high - low) / 2


levels = np.arange(2, 2001).astype(float)
k_grid, k_weight = gauss(600, 0.0, 60.0)


def hydrogen_moment(function, q=0.0):
    """Sum of f(q) * function(excitation energy in hartree)."""
    bound = np.sum(gos_bound(levels, q) * function((1 - 1 / levels**2) / 2))
    free = np.sum(k_weight * 2 * k_grid * gos_free(k_grid, q)
                  * function((1 + k_grid**2) / 2))
    return bound + free


sum_rule_values = [hydrogen_moment(np.ones_like, q) for q in (0.0, 0.5, 3.0)]
assert max(abs(np.array(sum_rule_values) - 1)) < 1e-4
alpha_atom = hydrogen_moment(lambda e: e**-2)
assert abs(alpha_atom - 4.5) < 1e-3
I_atom_exact = np.exp(hydrogen_moment(np.log))
assert abs(I_atom_exact * HARTREE - I_ATOM_EV) < 0.05


def born_stopping_number(v):
    """Full first Born integral over q and all final states of the atom."""
    x, weight = np.polynomial.legendre.leggauss(1000)
    top = np.log(30 * v)

    def q_integral(strength, label, w):
        bottom = np.log(w / (2 * v))
        half = (top - bottom) / 2
        q = np.exp(bottom[:, None] + half[:, None] * (x + 1))
        return half * (strength(label[:, None], q) @ weight)

    n = np.arange(2, 201).astype(float)
    bound = np.sum(q_integral(gos_bound, n, 1 - 1 / n**2))
    k, wk = gauss(500, 0.0, 4 * v)
    free = np.sum(wk * 2 * k * q_integral(gos_free, k, 1 + k**2))
    return bound + free


v2 = speed_squared(ENERGY_EV)
v = np.sqrt(v2)
born_1 = born_stopping_number(v)
born_4 = born_stopping_number(2 * v)
shell_1 = born_1 - np.log(2 * v2 / I_atom_exact)
shell_4 = born_4 - np.log(8 * v2 / I_atom_exact)
assert abs(shell_1) < 0.06
assert abs(shell_4) < abs(shell_1) / 2.5

# Dipole spectra in one Gaussian basis: atom, then full CI for the molecule
exponents = [0.05 * 2.7**i for i in range(7)]
basis = {"H": [[l, [a, 1.0]] for l in (0, 1) for a in exponents]}


def orthonormal_integrals(mol):
    size, vectors = eigh(mol.intor("int1e_ovlp"))
    keep = size > 1e-6
    X = vectors[:, keep] / np.sqrt(size[keep])
    kinetic = X.T @ mol.intor("int1e_kin") @ X
    core = kinetic + X.T @ mol.intor("int1e_nuc") @ X
    dipole = [X.T @ d @ X for d in mol.intor("int1e_r")]
    return X, kinetic, core, dipole


def spectrum_summary(energies, states, dipole_operators, electrons):
    gaps = energies[1:] - energies[0]
    strength = np.zeros_like(gaps)
    for operator in dipole_operators:
        moment = states[:, 1:].T @ (operator @ states[:, 0])
        strength += 2 / 3 * gaps * moment**2
    total = strength.sum()
    mean = np.exp(np.sum(strength * np.log(gaps)) / total)
    return total / electrons, mean, np.sum(strength / gaps**2) / electrons


atom = gto.M(atom="H 0 0 0", basis=basis, spin=1, verbose=0)
_, _, core, dipole = orthonormal_integrals(atom)
e_atom, c_atom = eigh(core)
sum_atom, I_atom_basis, alpha_atom_basis = spectrum_summary(
    e_atom, c_atom, dipole, 1)
assert abs(sum_atom - 1) < 0.01
assert abs(I_atom_basis / I_atom_exact - 1) < 0.01
assert abs(alpha_atom_basis / alpha_atom - 1) < 0.01

molecule = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, BOND_ANGSTROM)]],
                 unit="Angstrom", basis=basis, verbose=0)
X, kinetic, core, dipole = orthonormal_integrals(molecule)
repulsion = molecule.intor("int2e")
for _ in range(4):  # each pass transforms one index and rotates the axes
    repulsion = np.tensordot(repulsion, X, axes=(0, 0))
orbitals = X.shape[1]
first, second = np.triu_indices(orbitals)
norm = 1 / np.sqrt(2 * (1 + (first == second)))
pair_norm = 2 * np.outer(norm, norm)
a, b, c, d = first[:, None], second[:, None], first[None, :], second[None, :]
unit = np.eye(orbitals)


def pair_operator(one):
    """One-electron operator between symmetric (singlet) electron pairs."""
    return pair_norm * (one[a, c] * unit[b, d] + unit[a, c] * one[b, d]
                        + one[a, d] * unit[b, c] + unit[a, d] * one[b, c])


hamiltonian = pair_operator(core) + pair_norm * (
    repulsion[a, c, b, d] + repulsion[a, d, b, c])
e_mol, c_mol = eigh(hamiltonian)
total_energy = e_mol[0] + molecule.energy_nuc()
sum_mol, I_mol_ci, alpha_mol = spectrum_summary(
    e_mol, c_mol, [pair_operator(x) for x in dipole], 2)
p2_mol = c_mol[:, 0] @ pair_operator(kinetic) @ c_mol[:, 0]
# Two electrons: the total kinetic energy equals the mean p^2 per electron.
p2_atom = 2 * (c_atom[:, 0] @ (
    orthonormal_integrals(atom)[1] @ c_atom[:, 0]))
assert -1.1746 < total_energy < -1.15
assert abs(sum_mol - 1) < 0.03
# The finite basis has no d functions, hence a tolerance of 3 percent.
assert abs(I_mol_ci / I_mol - 1) < 0.03
assert alpha_mol < alpha_atom and p2_mol > p2_atom

# Worked example
L_atom = stopping_number(ENERGY_EV, I_atom)
L_mol = stopping_number(ENERGY_EV, I_mol)
prefactor = 4 * np.pi / v2 * HARTREE * BOHR**2
S_atom, S_mol = prefactor * L_atom, prefactor * L_mol
D = drop_percent(ENERGY_EV)
D_computed = 100 * np.log(I_mol_ci / I_atom_exact) / np.log(
    2 * v2 / I_atom_exact)
assert abs(D - 5) < 0.25
assert abs(D_computed - D) < 0.7

# Effects outside the leading-order formula


def drop_with_shifts(shift_atom, shift_mol):
    return 100 * (1 - (L_mol + shift_mol) / (L_atom + shift_atom))


shell_mol = shell_1 * p2_mol / p2_atom
j = np.arange(1, 2001)
bloch = -np.sum(1 / (j * (j**2 + 1 / v2))) / v2
D_shell = drop_with_shifts(shell_1, shell_mol)
D_bloch = drop_with_shifts(bloch, bloch)
gamma = 1 + ENERGY_EV / (const.m_p * const.c**2 / const.e)
beta2 = 1 - 1 / gamma**2
v2_rel = beta2 * LIGHT_SPEED**2
L_rel = np.log(2 * v2_rel * gamma**2 / I_atom) - beta2
S_rel_change = 100 * (L_rel / v2_rel / (L_atom / v2) - 1)
D_rel = 100 * np.log(I_mol / I_atom) / L_rel
barkas_atom = 5 * I_atom * L_atom / v**3
barkas_mol = 5 * I_mol * L_mol / v**3
D_barkas = drop_with_shifts(barkas_atom, barkas_mol)
D_input = 100 * np.log((I_MOL_EV + 0.1) / I_ATOM_EV) / L_atom
D_all = drop_with_shifts(shell_1 + bloch + barkas_atom + L_rel - L_atom,
                         shell_mol + bloch + barkas_mol + L_rel - L_atom)
assert abs(D_all - D) < 0.5

print(f"proton energy: {ENERGY_EV:.0f} eV")
print(f"given I, atom: {I_ATOM_EV:.1f} eV")
print(f"given I, molecule: {I_MOL_EV:.1f} eV")
print(f"proton/electron mass ratio: {MASS_RATIO:.2f}")
print(f"proton speed v: {v:.3f} atomic units")
print(f"2 m v^2: {2 * v2 * HARTREE:.1f} eV")
print(f"ln(I_mol/I_atom): {np.log(I_mol / I_atom):.4f}")
print(f"stopping number L, atom: {L_atom:.4f}")
print(f"stopping number L, molecule: {L_mol:.4f}")
print(f"prefactor 4 pi/v^2: {prefactor:.4f} eV angstrom^2")
print(f"S per atom, atomic H: {S_atom:.3f} eV angstrom^2")
print(f"S per atom, molecular H: {S_mol:.3f} eV angstrom^2")
print(f"S per atom, atomic H: {S_atom * 1e-16:.3e} eV cm^2")
print(f"S per atom, molecular H: {S_mol * 1e-16:.3e} eV cm^2")
print(f"drop D at 1 MeV: {D:.2f} percent")
print(f"drop D at 0.5 MeV: {drop_percent(0.5e6):.2f} percent")
print(f"drop D at 4 MeV: {drop_percent(4e6):.2f} percent")
print("Bethe sum at q = 0, 0.5, 3 a.u.: "
      + ", ".join(f"{s:.5f}" for s in sum_rule_values))
print(f"I of atom from exact spectrum: {I_atom_exact * HARTREE:.3f} eV")
print(f"I of atom in Gaussian basis: {I_atom_basis * HARTREE:.3f} eV")
print(f"H2 bond length, chosen: {BOND_ANGSTROM:.3f} angstrom")
print(f"H2 full CI total energy: {total_energy * HARTREE:.3f} eV")
print(f"H2 dipole sum per electron: {sum_mol:.4f}")
print(f"I of H2 from full CI: {I_mol_ci * HARTREE:.2f} eV")
print(f"drop D from computed I values: {D_computed:.2f} percent")
print(f"polarizability, atom: {alpha_atom * BOHR**3:.3f} angstrom^3")
print(f"polarizability per atom, H2: {alpha_mol * BOHR**3:.3f} angstrom^3")
print(f"mean p^2 per electron, atom: {p2_atom:.3f} atomic units")
print(f"mean p^2 per electron, H2: {p2_mol:.3f} atomic units")
print(f"full Born L of atom, 1 MeV: {born_1:.4f}")
print(f"Born L minus Bethe L (exact I), 1 MeV: {shell_1:.4f}")
print(f"Born L minus Bethe L (exact I), 4 MeV: {shell_4:.4f}")
print(f"scaled shell shift of L, H2: {shell_mol:.4f}")
print(f"D with shell shifts: {D_shell:.2f} percent")
print(f"Bloch shift of L: {bloch:.4f}")
print(f"D with Bloch shift: {D_bloch:.2f} percent")
print(f"relativistic change of S, atom: {S_rel_change:.2f} percent")
print(f"D with relativity: {D_rel:.2f} percent")
print(f"Barkas scale 5 I L/v^3, atom: {barkas_atom:.3f}")
print(f"Barkas scale 5 I L/v^3, H2: {barkas_mol:.3f}")
print(f"D with Barkas scale: {D_barkas:.2f} percent")
print(f"D if I_mol is 0.1 eV higher: {D_input:.2f} percent")
print(f"D with all four shifts together: {D_all:.2f} percent")
print("tests ok")
```

Output:

```
proton energy: 1000000 eV
given I, atom: 15.0 eV
given I, molecule: 19.2 eV
proton/electron mass ratio: 1836.15
proton speed v: 6.327 atomic units
2 m v^2: 2178.5 eV
ln(I_mol/I_atom): 0.2469
stopping number L, atom: 4.9783
stopping number L, molecule: 4.7315
prefactor 4 pi/v^2: 2.3922 eV angstrom^2
S per atom, atomic H: 11.909 eV angstrom^2
S per atom, molecular H: 11.318 eV angstrom^2
S per atom, atomic H: 1.191e-15 eV cm^2
S per atom, molecular H: 1.132e-15 eV cm^2
drop D at 1 MeV: 4.96 percent
drop D at 0.5 MeV: 5.76 percent
drop D at 4 MeV: 3.88 percent
Bethe sum at q = 0, 0.5, 3 a.u.: 1.00000, 1.00000, 1.00000
I of atom from exact spectrum: 14.991 eV
I of atom in Gaussian basis: 14.975 eV
H2 bond length, chosen: 0.741 angstrom
H2 full CI total energy: -31.880 eV
H2 dipole sum per electron: 1.0057
I of H2 from full CI: 19.77 eV
drop D from computed I values: 5.56 percent
polarizability, atom: 0.667 angstrom^3
polarizability per atom, H2: 0.383 angstrom^3
mean p^2 per electron, atom: 0.998 atomic units
mean p^2 per electron, H2: 1.170 atomic units
full Born L of atom, 1 MeV: 4.9520
Born L minus Bethe L (exact I), 1 MeV: -0.0269
Born L minus Bethe L (exact I), 4 MeV: -0.0065
scaled shell shift of L, H2: -0.0316
D with shell shifts: 5.08 percent
Bloch shift of L: -0.0294
D with Bloch shift: 4.99 percent
relativistic change of S, atom: 0.13 percent
D with relativity: 4.96 percent
Barkas scale 5 I L/v^3, atom: 0.054
Barkas scale 5 I L/v^3, H2: 0.066
D with Barkas scale: 4.67 percent
D if I_mol is 0.1 eV higher: 5.06 percent
D with all four shifts together: 4.82 percent
tests ok
```
